# Small-Field Electrocaloric Heating of a Curie-Weiss Dielectric

A ceramic plate with an electrode on each face sits a few tens of kelvin above its ferroelectric Curie point. It has no polarization of its own, but its permittivity is large and falls as the temperature rises. When a voltage is applied so quickly that little heat can leave, the plate warms. When the voltage is removed, it cools again. This change of temperature is the electrocaloric effect. It is not resistive heating: it is reversible, as long as the voltage changes slowly enough for the polarization to follow it. Its size can be found from the way the polarization depends on temperature.

## Thermodynamic setting

Let $E$ be the macroscopic field in the plate, fixed by the voltage divided by the thickness, and let $P$ be the polarization along it. All extensive quantities are taken per unit volume of the undeformed material. The stress is held constant, as in a plate that is free to change its shape.

The electrical work per volume in a small change is $E\,dD=\varepsilon_0E\,dE+E\,dP$. The first term is the energy of the field in vacuum. It does not depend on temperature and is left out of the energy $u$ of the material. In a reversible change at constant stress, after the usual Legendre transformation for the mechanical variables,

$$du=T\,ds+E\,dP, \tag{1}$$

where $s$ is the entropy. The controlled variables are $T$ and $E$, so the suitable potential is $g=u-Ts-EP$. Its differential is

$$dg=du-T\,ds-s\,dT-E\,dP-P\,dE=-s\,dT-P\,dE. \tag{2}$$

Hence $s=-(\partial g/\partial T)_E$ and $P=-(\partial g/\partial E)_T$. The mixed second derivatives of $g$ are equal, which gives the Maxwell relation

$$\left(\frac{\partial s}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E. \tag{3}$$

If heating weakens the polarization at fixed field, then raising the field at fixed temperature lowers the entropy.

Now consider a reversible change without heat exchange. With the heat capacity $c_E=T(\partial s/\partial T)_E$ and with (3),

$$0=ds=\frac{c_E}{T}\,dT+\left(\frac{\partial P}{\partial T}\right)_E dE,
\qquad
\frac{dT}{dE}=-\frac{T}{c_E}\left(\frac{\partial P}{\partial T}\right)_E. \tag{4}$$

## The Curie-Weiss dielectric

Above the Curie-Weiss temperature $T_0$, and for small fields, let

$$P=\frac{\varepsilon_0C}{T-T_0}\,E, \tag{5}$$

with a Curie constant $C$ in kelvin. A further term $\varepsilon_0\chi_bE$ with constant $\chi_b$ would drop out of $(\partial P/\partial T)_E$ and would not change the heating. It is set to zero here. Differentiation of (5) gives

$$\left(\frac{\partial P}{\partial T}\right)_E=-\frac{\varepsilon_0C\,E}{(T-T_0)^2}. \tag{6}$$

The minus sign in (6) cancels the one in (4), so $dT/dE$ is positive for $E>0$:

$$\frac{dT}{dE}=\frac{T}{c_E}\,\frac{\varepsilon_0C\,E}{(T-T_0)^2}. \tag{7}$$

Let $T$ from here on denote the starting temperature, $\theta=T-T_0$, and $c$ the heat capacity at zero field. The slope in (7) is proportional to $E$, so the temperature rise begins as $E^2$. Replacing the running temperature by its starting value therefore makes a relative error of order $E^2$. The change of $c_E$ with field, found below, is also of relative order $E^2$. To leading order both may be ignored, and $\int_0^E E'\,dE'=E^2/2$ gives

$$\boxed{\Delta T_1=\frac{\varepsilon_0C}{2c}\,\frac{T\,E^2}{(T-T_0)^2}}. \tag{8}$$

The heating is proportional to $TE^2/(T-T_0)^2$ when different temperatures are compared, provided that $c$ and $C$ do not vary between them. Removing the field reverses the limits of integration, so a plate that starts at $T$ with the field on cools by the same amount to this order. The sign of the field does not matter.

## Where the heat comes from

Consider first the same change of field at constant temperature. Integrating (3) with (6) gives

$$\Delta s=-\frac{\varepsilon_0C\,E^2}{2\theta^2}. \tag{9}$$

The heat given off is $Q=-T\Delta s$, and the work done on the material is

$$W=\int E\,dP=\frac{\varepsilon_0C}{\theta}\int_0^E E'\,dE'=\frac{\varepsilon_0C\,E^2}{2\theta},
\qquad Q=\frac{T}{\theta}\,W. \tag{10}$$

Since $T>\theta$, the heat exceeds the work. The difference comes from the internal energy:

$$\Delta u=W-Q=W\,\frac{\theta-T}{\theta}=-\frac{\varepsilon_0C\,T_0E^2}{2\theta^2}. \tag{11}$$

In the adiabatic process the heat $Q$ stays in the material, and $\Delta T_1=Q/c$ reproduces (8).

A simple model shows what these energies mean. Take $n$ dipoles per volume, each of moment $\mu$ pointing along or against the field, with probabilities $(1\pm m)/2$. Then $P=n\mu m$. In mean field each dipole feels $E+\lambda P$, so that $m=\tanh[\mu(E+\lambda P)/k_BT]$. For small $m$ the hyperbolic tangent equals its argument, and

$$P=\frac{n\mu^2}{k_BT}(E+\lambda P)
\quad\Rightarrow\quad
P=\frac{n\mu^2/k_B}{T-\lambda n\mu^2/k_B}\,E. \tag{12}$$

This is (5) with $\varepsilon_0C=n\mu^2/k_B$ and $T_0=\lambda\varepsilon_0C$. The entropy follows from the probabilities alone:

$$s_{\rm dip}=nk_B\left\{\ln2-\tfrac12\left[(1+m)\ln(1+m)+(1-m)\ln(1-m)\right]\right\}. \tag{13}$$

Because $(1\pm m)\ln(1\pm m)=\pm m+m^2/2+O(m^3)$, with cubic terms that cancel in the sum, the square bracket is $m^2+O(m^4)$. Thus

$$\Delta s_{\rm dip}=-\frac{nk_Bm^2}{2}=-\frac{k_BP^2}{2n\mu^2}=-\frac{P^2}{2\varepsilon_0C}. \tag{14}$$

With $P=\varepsilon_0CE/\theta$ this is (9), reached without the Maxwell relation. The interaction energy is $-\lambda P^2/2=-T_0P^2/(2\varepsilon_0C)$, which is (11). In this model, then, the field orders the dipoles, and the ordered dipoles attract one another into a state of lower energy. Near $T_0$ this released energy supplies most of the heat. The two-state picture illustrates the energy balance at small fields. It is not a microscopic model of the titanate ceramic used below, whose polarization comes largely from displaced ions and saturates differently.

## Finite fields

Equation (8) diverges at $T_0$, so it must fail before that point. To find where, the dielectric needs a law for larger polarization. Let the free energy at fixed polarization be

$$f(T,P)=f_0(T)+\tfrac12a(T-T_0)P^2+\tfrac14bP^4,
\qquad a=\frac{1}{\varepsilon_0C}, \tag{15}$$

with constant $b>0$. Its derivatives give

$$E=a(T-T_0)P+bP^3,\qquad s=-\frac{df_0}{dT}-\tfrac12aP^2. \tag{16}$$

If the heat capacity at $P=0$ is a constant $c$, the first part of $s$ is $c\ln T$ plus a constant. The plate starts at $T$ with $P=0$ and ends at $T_f=T+\Delta T$ with polarization $P_f$. Equal entropies require

$$c\,\ln\frac{T_f}{T}=\tfrac12aP_f^2,
\qquad a(\theta+\Delta T)P_f+bP_f^3=E. \tag{17}$$

For small fields write $P_f=(E/a\theta)(1+\epsilon)$. Terms of first order in the second equation of (17) give

$$\epsilon=-\frac{\Delta T_1}{\theta}-\frac{bE^2}{a^3\theta^3}. \tag{18}$$

The first equation gives $\Delta T=T(e^q-1)=Tq(1+q/2+\dots)$ with $q=aP_f^2/2c$. Here $Tq=\Delta T_1(1+2\epsilon)$, and in the small term $q/2$ it is enough to put $q=\Delta T_1/T$. Therefore

$$\Delta T=\Delta T_1\left[1-\frac{2bE^2}{a^3\theta^3}-\frac{2\Delta T_1}{\theta}+\frac{\Delta T_1}{2T}+O(E^4)\right]. \tag{19}$$

The term with $b$ is dielectric saturation: the polarization grows more slowly than the field. It sets a field scale,

$$E_s=\left(\frac{a^3\theta^3}{b}\right)^{1/2},\qquad
\frac{2bE^2}{a^3\theta^3}=2\left(\frac{E}{E_s}\right)^2. \tag{20}$$

The small-field law needs both $E\ll E_s$ and $\Delta T_1\ll\theta$. Since $E_s$ falls as $\theta^{3/2}$, a field that is small far above $T_0$ need not be small close to it.

The other two terms remain when $b=0$, and they can be traced to (7). Differentiating $c_E=T(\partial s/\partial T)_E$ with respect to $E$ and using (3) gives $(\partial c_E/\partial E)_T=T(\partial^2P/\partial T^2)_E=2\varepsilon_0CTE/\theta^3$, so

$$c_E=c+\frac{\varepsilon_0C\,T\,E^2}{\theta^3}=c\left(1+\frac{2\Delta T_1}{\theta}\right). \tag{21}$$

At an intermediate field $xE$ the temperature has risen by $\Delta T_1x^2$. The factor $T/\theta^2$ in (7) has then changed by the fraction $\Delta T_1x^2(1/T-2/\theta)$, and $1/c_E$ by $-2\Delta T_1x^2/\theta$. Averaging $x^2$ with the weight $2x$ of the leading integrand gives $\int_0^12x\,x^2\,dx=1/2$. The sum is $\Delta T_1/2T-\Delta T_1/\theta-\Delta T_1/\theta$, as in (19). Warming along the path and the growth of $c_E$ thus contribute equally to the term $-2\Delta T_1/\theta$.

## At and below the Curie-Weiss temperature

If the plate starts at $T_0$, then $\theta=0$. For small heating the first equation of (17) reads $\Delta T=aT_0P_f^2/2c$. Inserting this in the second gives $(b+a^2T_0/2c)P_f^3=E$, and hence

$$\Delta T=\frac{aT_0}{2c}\left(\frac{E}{b+a^2T_0/2c}\right)^{2/3}. \tag{22}$$

The divergence is replaced by a finite heating that grows as $E^{2/3}$.

Below $T_0$ the model has a spontaneous polarization $P_s=[a(T_0-T)/b]^{1/2}$. For a single domain with the field along $P_s$, the derivative in (4) does not vanish at zero field but tends to $dP_s/dT=-a/(2bP_s)$. The leading term is then linear,

$$\Delta T\simeq\frac{T}{c_E}\,\frac{a}{2bP_s}\,E, \tag{23}$$

with $c_E$ taken in the polarized state at zero field. The quadratic law (8) belongs to the paraelectric phase.

## A ceramic plate at 330 K

Take rough values typical of a barium strontium titanate ceramic whose Curie point lies near room temperature: $C=1.0\times10^5$ K, $T_0=290$ K, $c=3.0$ MJ/(m³ K) and $b=8\times10^9$ V m⁵/C³. The plate is 0.5 mm thick and starts at 330 K, so $\theta=40$ K. A voltage of 250 V gives $E=5\times10^5$ V/m, or 5 kV/cm.

The susceptibility is $C/\theta=2500$. With $\varepsilon_0C=8.854\times10^{-7}$ F K/m, equation (5) gives

$$P=\frac{8.854\times10^{-7}\times5\times10^5}{40}\ \text{C/m}^2=1.11\ \mu\text{C/cm}^2.$$

The entropy change (9) is

$$\Delta s=-\frac{8.854\times10^{-7}\times(5\times10^5)^2}{2\times40^2}=-69.2\ \text{J/(m}^3\,\text{K)}.$$

The heat is $Q=330\ \text{K}\times69.2$ J/(m³ K) $=22.8$ kJ/m³, and the heating is

$$\Delta T_1=\frac{22.8\ \text{kJ/m}^3}{3.0\ \text{MJ/(m}^3\,\text{K)}}=7.6\ \text{mK}.$$

The work (10) is 2.77 kJ/m³, smaller than the heat by the factor $T/\theta=8.25$. The remaining 20.1 kJ/m³ comes from the internal energy.

For these numbers $a=1.129\times10^6$ V m/(C K), and (20) gives $E_s=33.9$ kV/cm. Saturation lowers the heating by $2(5/33.9)^2=4.3\%$ to first order, while the last two terms of (19) together amount to less than 0.04%. Solving (17) by numerical root finding gives 7.3 mK. The next table repeats this at other fields, with the starting temperature held at 330 K.

| $E$ (kV/cm) | law (8) (mK) | adiabat (17) (mK) |
|---:|---:|---:|
| 2 | 1.22 | 1.21 |
| 5 | 7.6 | 7.3 |
| 10 | 30.4 | 26.3 |
| 20 | 122 | 80 |
| 40 | 487 | 198 |

At 10 kV/cm the law lies 16% above the adiabat, and at 20 kV/cm 52% above it. Between 20 and 40 kV/cm the heating on the adiabat grows by a factor of 2.5 instead of 4.

With the field held at 5 kV/cm, and with $c$, $C$ and $b$ unchanged, the starting temperature has this effect:

| $T$ (K) | law (8) (mK) | adiabat (17) (mK) |
|---:|---:|---:|
| 300 | 111 | 45 |
| 310 | 28.6 | 22.2 |
| 330 | 7.6 | 7.3 |
| 350 | 3.59 | 3.54 |
| 370 | 2.13 | 2.12 |

At 300 K, $\theta$ is a quarter of its value at 330 K, so $E_s$ is smaller by $4^{3/2}=8$ and equals 4.2 kV/cm. The applied field exceeds it, and the small-field law no longer applies. At $T_0$ itself the adiabat gives 86 mK, in agreement with (22).

## The model and a real plate

The field of 5 kV/cm was chosen to keep the plate in the small-field regime. It is about 6% of a rough breakdown field of 80 kV/cm. The model assumes a single, sharp $T_0$. In a real ceramic, variations of composition and local stress can spread $T_0$ and round the permittivity peak. If local values of $T_0$ are spread uniformly over $\pm w$ about the mean, and every region feels the same field, the average of $1/\theta^2$ becomes $1/(\theta^2-w^2)$. For $w=8$ K this raises the small-field heating (8) by 4.2%. The figure depends on how the regions are arranged. Layers in series carry nearly the same polarization, their fields add up to the value set by the mean $T_0$, and the heating is practically unchanged. An effective-medium estimate for a random three-dimensional mix gives 2.7%. An error in $T_0$ itself matters more: if $T_0$ is 2 K higher, the small-field heating rises by $(40/38)^2-1=10.8\%$. Saturation makes both changes somewhat smaller at 5 kV/cm. The value of $b$ is also uncertain. In materials with a first-order transition it can be negative, with a higher power of $P$ providing stability; the saturation term in (19) then changes sign. The whole first correction raises the heating once this term outweighs the other two, which requires $-b>a^2(T-\theta/4)/2c$, about $7\times10^7$ V m⁵/C³ for the numbers used here.

Four further effects are small here. Percentages are relative to $\Delta T_1$ unless stated otherwise.

- **Dielectric loss.** If the field rises as a quarter period of a sine, the loss is $(\pi/4)\varepsilon_0(C/\theta)E^2\tan\delta$. For $\tan\delta=0.01$ it adds 0.19%. This assumes a ramp that the polarization can follow. In a sudden step the source does the work $EP=2W$, and half of it is dissipated in the plate or in the resistance of the circuit. If it is dissipated in the plate, it adds $W/Q=\theta/T$, or 12%.
- **Leakage.** A resistivity of $10^{10}$ Ω m and 0.1 s at full field add $E^2t/\rho$, or 0.01%.
- **Heat lost to air.** With a transfer coefficient $h=10$ W/(m² K) on both faces, the fraction lost in 0.1 s from a plate of thickness $L$ is at most about $2ht/(cL)=0.13\%$.
- **Electrodes.** Two metal films, each 1 μm thick with 2.5 MJ/(m³ K), add 0.33% to the heat capacity and lower the heating by about that fraction.

Of the effects estimated here, an error in $T_0$ and saturation matter far more than the heat lost to air, and so does a spread of local $T_0$ unless the regions lie in series. Errors in $C$ and $c$ count as well, because (8) is proportional to $C/c$: an error of 10% in either one changes the heating by about 10%. If saturation alone is to stay below 1%, equation (20) requires $E<0.07E_s$, which is 2.4 kV/cm at 330 K.

Numbers in the example were calculated in double precision.
